# Static vacuum polarization from second-order perturbation of the Dirac sea: verification in Python

```python
"""Static one-loop vacuum polarization from the filled Dirac sea.

Result under test (Hartree units, c = 1/alpha, electron mass 1):
  chi(q) = -2 int d3p/(2pi)^3 T/(E+E') = -(q^2/4pi) P(q),
  P(0)-P(q) = (2 alpha/pi) int_0^1 dx x(1-x) ln(1+x(1-x)q^2/c^2).
E, E' are the energies sqrt(c^2 p^2+c^4) at p and p' = p+q.
T is the spin-summed squared overlap of negative and positive spinors.
K is a momentum cutoff, W = E+E', D = E'-E, s = W^2-c^2 q^2.
"""
import numpy as np
from scipy.constants import fine_structure as alpha, physical_constants
from scipy.integrate import quad

c = 1.0 / alpha
pi = np.pi
hartree_ev = physical_constants["Hartree energy in eV"][0]


def unit_nodes(n):
    x, w = np.polynomial.legendre.leggauss(n)
    return (x + 1) / 2, w / 2


def energy(p):
    return np.sqrt(c**2 * np.dot(p, p) + c**4)


def overlap(p, pp):
    return 1 - (c**2 * np.dot(p, pp) + c**4) / (energy(p) * energy(pp))


def momentum_grid(K, q=0.0, state_cut=False):
    """Half-space grid for even integrands; weights include 1/(2pi)^3."""
    y, wy = unit_nodes(48)
    z, wz = unit_nodes(140)
    kmax = np.full_like(y, K)
    if state_cut:  # both |k+q/2| and |k-q/2| stay below K
        kmax = -q * y / 2 + np.sqrt(K**2 - q**2 * (1 - y**2) / 4)
    top = np.arcsinh(kmax / c)
    u = top[:, None] * z[None, :]
    k = c * np.sinh(u)
    dk = c * np.cosh(u) * top[:, None] * wz[None, :]
    weight = 2 * 2 * pi * k**2 * dk * wy[:, None] / (2 * pi)**3
    return k, y[:, None], weight


def sea_integral(q, K, kernel, state_cut=False):
    """Integral of 2 T kernel(W) over symmetric momenta k-q/2, k+q/2."""
    k, y, weight = momentum_grid(K, q, state_cut)
    e1 = np.sqrt(c**2 * (k**2 + q**2 / 4 - k * q * y) + c**4)
    e2 = np.sqrt(c**2 * (k**2 + q**2 / 4 + k * q * y) + c**4)
    t = 1 - (c**2 * (k**2 - q**2 / 4) + c**4) / (e1 * e2)
    return np.sum(weight * 2 * t * kernel(e1 + e2))


def bare_P(q, K, Omega=0.0, state_cut=False):
    value = sea_integral(q, K, lambda W: W / (W**2 + Omega**2), state_cut)
    return 4 * pi * value / q**2


def bare_P_zero(K):
    k, y, weight = momentum_grid(K)
    e = np.sqrt(c**2 * k**2 + c**4)
    f = c**2 * (1 - c**2 * k**2 * y**2 / e**2) / (2 * e**3)
    return 4 * pi * np.sum(weight * f)


def Pi_R(q):
    f = lambda x: x * (1 - x) * np.log1p(x * (1 - x) * q**2 / c**2)
    return 2 * alpha / pi * quad(f, 0, 1, epsabs=1e-14, epsrel=1e-11)[0]


def Pi_spectral(q):
    r = q**2 / c**2
    f = lambda s: r * np.sqrt(1 - 4 / s) * (1 + 2 / s) / (s * (s + r))
    return alpha / (3 * pi) * quad(f, 4, np.inf, epsrel=1e-10, limit=200)[0]


# Explicit Dirac matrices.
sig = [np.array([[0, 1], [1, 0]], complex),
       np.array([[0, -1j], [1j, 0]], complex),
       np.array([[1, 0], [0, -1]], complex)]
alphas = [np.kron(sig[0], m) for m in sig]
beta_matrix = np.kron(sig[2], np.eye(2))
one = np.eye(4)


def dirac(p):
    return c * sum(p[i] * alphas[i] for i in range(3)) + c**2 * beta_matrix


# Spin sum, its energy-variable form, and the loop frequency integral.
p = c * np.array([0.3, 0.2, -0.4])
qv = c * np.array([0.1, -0.5, 0.8])
pp = p + qv
E, Ep = energy(p), energy(pp)
trace = np.trace((one + dirac(pp) / Ep) @ (one - dirac(p) / E)).real / 4
T = overlap(p, pp)
assert abs(trace - T) < 1e-12
assert abs(T - (c**2 * qv @ qv - (Ep - E)**2) / (2 * E * Ep)) < 1e-12


def loop_trace(w):
    g1 = np.linalg.inv(1j * w * one - dirac(p) / c**2)
    g2 = np.linalg.inv(1j * w * one - dirac(pp) / c**2)
    return np.trace(g1 @ g2).real / (2 * pi)


loop = quad(loop_trace, -np.inf, np.inf, epsabs=1e-10)[0] / c**2
assert abs(loop / (-2 * T / (E + Ep)) - 1) < 1e-7


# Feynman-parameter form at one momentum, including the odd term.
def feynman_integrand(x):
    l = p + x * qv
    q2 = qv @ qv
    M2 = c**2 * (l @ l) + c**4 + x * (1 - x) * c**2 * q2
    top = -2 * x * (1 - x) * c**2 * q2 + c**2 * (1 - 2 * x) * (l @ qv)
    return c**2 * top / M2**1.5


feyn = quad(feynman_integrand, 0, 1, epsabs=1e-12)[0] / c**2
assert abs(feyn / (-2 * T / (E + Ep)) - 1) < 1e-8

# Filled sea of a plane-wave chain in V(r) = 2 v cos(q.r), diagonalized.
sites = 7
momenta = [p + (n - 3) * qv for n in range(sites)]
v = 1e-3 * c**2
H0 = np.zeros((4 * sites, 4 * sites), complex)
for n, mom in enumerate(momenta):
    H0[4*n:4*n+4, 4*n:4*n+4] = dirac(mom)
hop = np.kron(np.eye(sites, k=1) + np.eye(sites, k=-1), one)
levels, states = np.linalg.eigh(H0 + v * hop)
filled = 2 * sites
sea_shift = levels[:filled].sum() - np.linalg.eigvalsh(H0)[:filled].sum()
occ = states[:, :filled]
shift_op = np.kron(np.eye(sites, k=1), one)
density = np.trace(occ.conj().T @ shift_op @ occ).real
chi_chain = -2 * sum(overlap(a, b) / (energy(a) + energy(b))
                     for a, b in zip(momenta[:-1], momenta[1:]))
assert abs(sea_shift / (chi_chain * v**2) - 1) < 1e-4
assert abs(density / (chi_chain * v) - 1) < 1e-4

# Limits of D: attained for collinear momenta, respected elsewhere.
q = c
rng = np.random.default_rng(4)
for trial in range(200):
    k = rng.normal(size=3) * 2 * c
    if trial < 20:
        k[:2] = 0
    half = np.array([0, 0, q / 2])
    e1, e2 = energy(k - half), energy(k + half)
    s = (e1 + e2)**2 - c**2 * q**2
    bound = c * q * np.sqrt(max(0.0, 1 - 4 * c**4 / s))
    assert abs(e2 - e1) <= bound + 1e-6 * c**2
    if trial < 20:
        assert abs(abs(e2 - e1) - bound) < 1e-6 * c**2

# Variable change checked on a convergent weighted integral.
direct = sea_integral(q, 60 * c, lambda W: np.exp(-W / c**2) / W)


def pair_density(s):
    W = np.sqrt(s + 1)  # q = c, energies in c^2
    return np.sqrt(1 - 4/s) * (1 + 2/s) * np.exp(-W) / (2 * W**2)


reduced = q**2 / (6 * pi**2 * c) * quad(pair_density, 4, np.inf,
                                        epsabs=1e-13, limit=200)[0]
assert abs(direct / reduced - 1) < 1e-6

# Main result, directly from the sea, and the spectral representation.
K = 1000 * c
P0 = bare_P_zero(K)
for ratio in (0.1, 1.0, 5.0):
    target = Pi_R(ratio * c)
    assert abs((P0 - bare_P(ratio * c, K)) / target - 1) < 1e-3
    assert abs(Pi_spectral(ratio * c) / target - 1) < 1e-6

# Same invariant function at imaginary external frequency.
Omega = 1.5 * c**2
invariant_q = np.sqrt(q**2 + Omega**2 / c**2)
Pi_dynamic = P0 - bare_P(q, K, Omega)
assert abs(Pi_dynamic / Pi_R(invariant_q) - 1) < 1e-3

# Divergent constant and independence of the cutoff shape.
P0_asym = 2 * alpha / (3 * pi) * (np.log(2 * K / c) - 5 / 6)
assert abs(P0 / P0_asym - 1) < 1e-5
gap100 = bare_P(q, 100*c) - bare_P(q, 100*c, state_cut=True)
gap1000 = bare_P(q, K) - bare_P(q, K, state_cut=True)
assert gap1000 > 0 and abs(gap100 / gap1000 - 10) < 0.5


# Surface contribution of the odd Feynman term in a sphere |k| < K.
def odd_surface(q, K):
    y, wy = np.polynomial.legendre.leggauss(48)
    z, wz = unit_nodes(140)
    top = np.arcsinh(K / c)
    k = c * np.sinh(top * z)[None, :]
    dk = c * np.cosh(top * z)[None, :] * top * wz[None, :]
    y, wy = y[:, None], wy[:, None]
    total = 0.0
    for x, wx in zip(*unit_nodes(16)):
        a = x - 0.5
        l2 = k**2 + 2 * a * k * q * y + a**2 * q**2
        M2 = c**2 * l2 + c**4 + x * (1 - x) * c**2 * q**2
        odd = c**2 * (1 - 2*x) * (k*q*y + a*q**2) / M2**1.5
        total += wx * np.sum(2 * pi * k**2 * dk * wy * odd)
    return -4 * pi / q**2 * total / (2 * pi)**3


surface = odd_surface(q, 200 * c)
surface_other_q = odd_surface(2 * q, 200 * c)
assert abs(surface / (alpha / (9 * pi)) - 1) < 2e-3
assert abs(surface_other_q / surface - 1) < 2e-3

# Small- and large-momentum limits.
small_q = alpha * q**2 / (15 * pi * c**2)
assert abs(Pi_R(0.01*c) / (small_q * 1e-4) - 1) < 1e-4
large = alpha / (3 * pi) * (np.log(1e6) - 5 / 3)
assert abs(Pi_R(1000*c) / large - 1) < 1e-5

# Gaussian unit charge: formula and direct subtracted sea sum.
a = 1 / c
integrand = lambda t: np.exp(-t**2) * Pi_R(t / a) / (pi * a)
E_vp = quad(integrand, 0, 7, epsabs=1e-10, epsrel=1e-8)[0]
t, wt = unit_nodes(32)
t, wt = 7 * t, 7 * wt
K_energy = 300 * c
P0_energy = bare_P_zero(K_energy)
E_direct = sum(w * np.exp(-x**2) * (P0_energy - bare_P(x/a, K_energy))
               for x, w in zip(t, wt)) / (pi * a)
assert abs(E_direct / E_vp - 1) < 1e-3
E_class = quad(lambda x: np.exp(-x**2), 0, np.inf)[0] / (pi * a)
E_small = alpha / (15*pi) * quad(lambda x: x**2 * np.exp(-x**2),
                                 0, np.inf)[0] / (pi * a**3 * c**2)
V_peak = 2 / pi * quad(lambda x: np.exp(-x**2 / 2), 0, np.inf)[0] / a

print(f"alpha = {alpha:.9f} (dimensionless)")
print(f"c = {c:.6f} a.u. of velocity")
print(f"example momentum q = {q:.6f} inverse bohr")
for ratio in (10, 100, 1000):
    b0, bq = bare_P_zero(ratio*c), bare_P(q, ratio*c)
    print(f"K/c = {ratio}: P(0) = {b0:.8f} (dimensionless)")
    print(f"K/c = {ratio}: P(q=c) = {bq:.8f} (dimensionless)")
    print(f"K/c = {ratio}: P(0)-P(c) = {b0-bq:.6e} (dimensionless)")
print(f"asymptotic P(0), K/c=1000 = {P0_asym:.8f} (dimensionless)")
print(f"Pi_R(c), parameter integral = {Pi_R(q):.6e} (dimensionless)")
print(f"Pi_R(c), spectral integral = {Pi_spectral(q):.6e} (dimensionless)")
print(f"Pi_R(c), small-q estimate = {small_q:.6e} (dimensionless)")
print(f"Pi_R(0.1c) = {Pi_R(0.1*c):.6e} (dimensionless)")
print(f"Pi_R(5c) = {Pi_R(5*c):.6e} (dimensionless)")
print(f"Pi_R(1000c) = {Pi_R(1000*c):.6e} (dimensionless)")
print(f"large-q estimate at 1000c = {large:.6e} (dimensionless)")
print(f"cutoff-shape change, K/c=100: {gap100:.4e} (dimensionless)")
print(f"cutoff-shape change, K/c=1000: {gap1000:.4e} (dimensionless)")
print(f"odd-term surface part of P = {surface:.6e} (dimensionless)")
print(f"alpha/(9 pi) = {alpha/(9*pi):.6e} (dimensionless)")
print(f"imaginary frequency Omega/c^2 = {Omega/c**2:.2f} (dimensionless)")
print(f"P(0)-P(Omega,q=c), direct = {Pi_dynamic:.6e} (dimensionless)")
print(f"Pi_R at invariant momentum = {Pi_R(invariant_q):.6e} (dimensionless)")
print(f"chain sea shift, diagonalized = {sea_shift:.8f} hartree")
print(f"chain sea shift, second order = {chi_chain*v**2:.8f} hartree")
print(f"Gaussian width a = {a:.8f} bohr")
print(f"peak |V| = {V_peak:.4f} hartree")
print(f"pair gap 2c^2 = {2*c**2:.3f} hartree")
print(f"peak |V| / pair gap = {V_peak/(2*c**2):.6f} (dimensionless)")
print(f"classical Gaussian energy = {E_class:.6f} hartree")
print(f"renormalized sea energy = {E_vp:.6e} hartree")
print(f"renormalized sea energy = {E_vp*hartree_ev:.6e} eV")
print(f"direct subtracted sea sum = {E_direct:.6e} hartree")
print(f"small-q energy estimate = {E_small:.6e} hartree")
print(f"sea / classical energy = {E_vp/E_class:.6e} (dimensionless)")
print("verified")
```

Running it gives:

```
alpha = 0.007297353 (dimensionless)
c = 137.035999 a.u. of velocity
example momentum q = 137.035999 inverse bohr
K/c = 10: P(0) = 0.00335629 (dimensionless)
K/c = 10: P(q=c) = 0.00321746 (dimensionless)
K/c = 10: P(0)-P(c) = 1.388353e-04 (dimensionless)
K/c = 100: P(0) = 0.00691431 (dimensionless)
K/c = 100: P(q=c) = 0.00677396 (dimensionless)
K/c = 100: P(0)-P(c) = 1.403514e-04 (dimensionless)
K/c = 1000: P(0) = 0.01047989 (dimensionless)
K/c = 1000: P(q=c) = 0.01033953 (dimensionless)
K/c = 1000: P(0)-P(c) = 1.403668e-04 (dimensionless)
asymptotic P(0), K/c=1000 = 0.01047989 (dimensionless)
Pi_R(c), parameter integral = 1.403669e-04 (dimensionless)
Pi_R(c), spectral integral = 1.403669e-04 (dimensionless)
Pi_R(c), small-q estimate = 1.548546e-04 (dimensionless)
Pi_R(0.1c) = 1.546890e-06 (dimensionless)
Pi_R(5c) = 1.360954e-03 (dimensionless)
Pi_R(1000c) = 9.406528e-03 (dimensionless)
large-q estimate at 1000c = 9.406524e-03 (dimensionless)
cutoff-shape change, K/c=100: 2.9227e-06 (dimensionless)
cutoff-shape change, K/c=1000: 2.9055e-07 (dimensionless)
odd-term surface part of P = 2.580804e-04 (dimensionless)
alpha/(9 pi) = 2.580911e-04 (dimensionless)
imaginary frequency Omega/c^2 = 1.50 (dimensionless)
P(0)-P(Omega,q=c), direct = 3.829536e-04 (dimensionless)
Pi_R at invariant momentum = 3.829542e-04 (dimensionless)
chain sea shift, diagonalized = -0.00911939 hartree
chain sea shift, second order = -0.00911939 hartree
Gaussian width a = 0.00729735 bohr
peak |V| = 109.3389 hartree
pair gap 2c^2 = 37557.730 hartree
peak |V| / pair gap = 0.002911 (dimensionless)
classical Gaussian energy = 38.657142 hartree
renormalized sea energy = 2.629045e-03 hartree
renormalized sea energy = 7.153997e-02 eV
direct subtracted sea sum = 2.629012e-03 hartree
small-q energy estimate = 2.993119e-03 hartree
sea / classical energy = 6.800931e-05 (dimensionless)
verified
```
